# Electric field gradient from the L=2 potential in a LAPW sphere: a program that tests the result

```python
"""Electric field gradient (EFG) at a nucleus from the L=2 potential.

Result under test, for a sphere of radius R around the nucleus:
  V_zz = sqrt(5/pi) lim V_20(r)/r^2
       = sqrt(5/pi)/(5 eps0) int_0^R rho_20/r^3 [1-(r/R)^5] r^2 dr
         + sqrt(5/pi) V_20(R)/R^2
V_20, rho_20: coefficients of Y_20 in the electrostatic potential and in the
charge density (electrons negative). V_zz: traceless second derivative.
Model crystal: tetragonal; site A = core +2e and one Gaussian p_z electron,
density proportional to z^2 exp(-r^2/w^2); body centre B = charge -e.
Core and B are spherical Gaussians, exp(-r^2/width^2). SI units throughout.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, epsilon_0 as eps0, pi
from scipy.special import spherical_jn

ANG = 1e-10
a, c = 4 * ANG, 5 * ANG
w_main, w_compact, w_pseudo = 0.6 * ANG, 0.3 * ANG, 0.4 * ANG
w_ion = 0.4 * ANG
PREF = np.sqrt(5 / pi)


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def y20(cos_theta):
    return np.sqrt(5 / (16 * pi)) * (3 * cos_theta**2 - 1)


# Reciprocal lattice
h = np.arange(-24, 25)
l = np.arange(-30, 31)
gx, gz = 2 * pi * h / a, 2 * pi * l / c
GX, GY, GZ = np.meshgrid(gx, gx, gz, indexing="ij")
G2 = GX**2 + GY**2 + GZ**2
zero = G2 == 0
G2_safe = np.where(zero, 1.0, G2)
H, K, L = np.meshgrid(h, h, l, indexing="ij")
phase_B = 1.0 - 2.0 * ((H + K + L) % 2)


def gauss_ft(width):
    return np.exp(-G2 * width**2 / 4)


def p_cloud_ft(w):
    return (1 - GZ**2 * w**2 / 2) * gauss_ft(w)


def potential_coefficients(cloud_ft, core_width=w_ion):
    charge = e * (2 * gauss_ft(core_width) - cloud_ft
                  - phase_B * gauss_ft(w_ion))
    return np.where(zero, 0.0, charge / (eps0 * a * a * c * G2_safe))


def efg_fourier(VG):
    return -np.sum((GZ**2 - G2 / 3) * VG)


# Angular projection of the periodic potential (even in x, y and z)
ct, wt = np.polynomial.legendre.leggauss(24)
phi = 2 * pi * np.arange(32) / 32
CT, PHI = np.meshgrid(ct, phi, indexing="ij")
CT, PHI = CT.ravel(), PHI.ravel()
ST = np.sqrt(1 - CT**2)
ang_weight = np.repeat(wt, 32) * 2 * pi / 32


def v20_projected(VG, r):
    cx = np.cos(np.outer(gx, r * ST * np.cos(PHI)))
    cy = np.cos(np.outer(gx, r * ST * np.sin(PHI)))
    cz = np.cos(np.outer(gz, r * CT))
    partial = np.tensordot(VG, cz, axes=(2, 0))
    values = np.einsum("ijp,ip,jp->p", partial, cx, cy)
    return np.sum(ang_weight * y20(CT) * values)


def v20_bessel(VG, r):
    g = np.sqrt(G2_safe)
    return -4 * pi * np.sum(VG * spherical_jn(2, g * r) * y20(GZ / g))


# Radial part of the charge density, projected by quadrature
def rho20(r, w):
    r = np.atleast_1d(r)
    norm = 2 / (pi**1.5 * w**5)
    z = np.outer(r, ct)
    density = -e * norm * z**2 * np.exp(-r[:, None]**2 / w**2)
    return 2 * pi * density @ (wt * y20(ct))


xg, wg = np.polynomial.legendre.leggauss(80)


def radial_integral(power, lo, hi, w):
    r = lo + (hi - lo) * (xg + 1) / 2
    return np.sum(wg * r**power * rho20(r, w)) * (hi - lo) / 2


def split(VG, R, w):
    """Return weighted integral, boundary term, pure integral, outside term."""
    pure = PREF / (5 * eps0) * radial_integral(-1, 0, R, w)
    own = PREF / (5 * eps0) * radial_integral(4, 0, R, w) / R**5
    boundary = PREF * v20_bessel(VG, R) / R**2
    return pure - own, boundary, pure, boundary - own


# Real-space field gradient of all other ions, summed in neutral cells
def image_box(N, w):
    def axes_sum(n, weights, charge, theta):
        X, Y, Z = np.meshgrid(a * n, a * n, c * n, indexing="ij")
        W = (weights[:, None, None] * weights[None, :, None]
             * weights[None, None, :])
        r2 = X**2 + Y**2 + Z**2
        keep = r2 > 0
        r2, z2, W = r2[keep], Z[keep]**2, W[keep]
        u = z2 / r2
        mono = charge * (3 * u - 1) / r2**1.5
        quad = 12 * theta * (35 * u**2 - 30 * u + 3) / 8 / r2**2.5
        return np.sum(W * (mono + quad))
    nA = np.arange(-N, N + 1.0)
    nB = np.arange(-N - 0.5, N + 1.0)
    wB = np.ones(len(nB))
    wB[0] = wB[-1] = 0.5
    total = (axes_sum(nA, np.ones(len(nA)), e, -e * w**2)
             + axes_sum(nB, wB, -e, 0.0))
    return total / (4 * pi * eps0)


def image_sum(w):
    s1, s2 = 20.5**2, 40.5**2   # leading box-size error is 1/size^2
    return (s2 * image_box(40, w) - s1 * image_box(20, w)) / (s2 - s1)


# Symbolic tests: prefactor, and the logarithm if rho_20(0) is not zero
x, y, z = sp.symbols("x y z", real=True)
r_s, k_s = sp.symbols("r k", positive=True)
solid = sp.sqrt(5 / (16 * sp.pi)) * (2 * z**2 - x**2 - y**2)
assert sp.simplify(sp.diff(solid, z, 2) - sp.sqrt(5 / sp.pi)) == 0
v_log = -k_s * r_s**2 * sp.log(r_s) / 5
operator = sp.diff(v_log, r_s, 2) + 2 * sp.diff(v_log, r_s) / r_s \
    - 6 * v_log / r_s**2
assert sp.simplify(operator + k_s) == 0

# Main example
VG = potential_coefficients(p_cloud_ft(w_main))
vzz = efg_fourier(VG)
print(f"a = {a/ANG:.2f} angstrom, c = {c/ANG:.2f} angstrom")
print(f"p cloud width w = {w_main/ANG:.2f} angstrom")
print(f"core and B width = {w_ion/ANG:.2f} angstrom")
print(f"sqrt(5/pi) = {PREF:.6f}")
print(f"V_zz, tensor sum over G = {vzz:.6e} V/m^2")
print(f"V_zz, converted = {vzz*ANG**2:.4f} V/angstrom^2")

# The limit, and how it is approached
for rr in (0.4, 0.2, 0.1):
    q = PREF * v20_projected(VG, rr * ANG) / (rr * ANG)**2
    print(f"sqrt(5/pi) V_20/r^2 at r={rr:.1f} angstrom = {q:.5e} V/m^2")
r1, r2 = 0.02 * ANG, 0.01 * ANG
q1, q2 = (v20_projected(VG, r) / r**2 for r in (r1, r2))
slope = (q1 - q2) / (r1**2 - r2**2)
limit = PREF * (q2 - slope * r2**2)
assert close(limit, vzz, 1e-6)
r_tiny = 1e-4 * ANG
kappa = rho20(r_tiny, w_main)[0] / r_tiny**2
assert close(slope, -kappa / (14 * eps0), 2e-3)  # next order is (r/w)^2
print(f"V_zz, extrapolated limit = {limit:.6e} V/m^2")
print(f"slope of V_20/r^2 in r^2 = {slope:.4e} V/m^4")
print(f"-kappa/(14 eps0) = {-kappa/(14*eps0):.4e} V/m^4")

# Isotropic part of the plain second derivative
raw = -np.sum(GZ**2 * VG)
rho_nucleus = 2 * e / (pi**1.5 * w_ion**3)
isotropic = -rho_nucleus / (3 * eps0)
assert close(raw - vzz, isotropic, 1e-7)
print(f"plain second derivative = {raw:.5e} V/m^2")
print(f"isotropic part -rho(0)/(3 eps0) = {isotropic:.5e} V/m^2")
wide_core = potential_coefficients(p_cloud_ft(w_main), 0.55 * ANG)
assert close(efg_fourier(wide_core), vzz, 1e-8)

# The split at three radii
results = []
for RR in (1.2, 1.5, 1.8):
    R = RR * ANG
    assert close(v20_bessel(VG, R), v20_projected(VG, R), 1e-7)
    weighted, boundary, pure, outside = split(VG, R, w_main)
    results.append((weighted, boundary, pure, outside))
    assert close(weighted + boundary, vzz, 1e-6)
    print(f"R = {RR:.1f} angstrom:")
    print(f"  V_20(R) = {v20_bessel(VG, R):.5f} V")
    print(f"  weighted sphere integral = {weighted:.5e} V/m^2")
    print(f"  boundary term = {boundary:.5e} V/m^2")
    print(f"  pure rho_20/r^3 integral = {pure:.5e} V/m^2")
    print(f"  outside contribution = {outside:.5e} V/m^2")
    print(f"  sum = {weighted + boundary:.6e} V/m^2")
assert abs(results[0][1] - results[2][1]) > 0.01 * abs(vzz)
assert abs(results[0][3] - results[2][3]) > 0.001 * abs(vzz)

# Full solution of the radial Poisson equation at a finite radius
r, R = 0.7 * ANG, 1.5 * ANG
v_green = (radial_integral(4, 0, r, w_main) / r**3
           + r**2 * radial_integral(-1, r, R, w_main)
           - r**2 / R**5 * radial_integral(4, 0, R, w_main)) / (5 * eps0)
v_green += v20_projected(VG, R) * (r / R)**2
v_direct = v20_projected(VG, r)
assert close(v_green, v_direct, 1e-6)
print(f"V_20(0.7 angstrom), radial solution = {v_green:.6f} V")
print(f"V_20(0.7 angstrom), projection = {v_direct:.6f} V")

# Independent real-space road
inv_r3 = 4 / (3 * np.sqrt(pi) * w_main**3)
onsite = -e / (4 * pi * eps0) * 0.8 * inv_r3
images = image_sum(w_main)
assert close(onsite + images, vzz, 1e-5)
print(f"<r^-3> of the p orbital = {inv_r3*ANG**3:.5f} angstrom^-3")
print(f"on-site p electron, all space = {onsite:.5e} V/m^2")
print(f"all other sites, real space = {images:.5e} V/m^2")
print(f"V_zz, real-space total = {onsite + images:.6e} V/m^2")

# Compact cloud: pseudocharge of equal charge and quadrupole moment
R = 1.9 * ANG
V_true = potential_coefficients(p_cloud_ft(w_compact))
pseudo_ft = (1 - w_compact**2 / 2 * (GZ**2 - G2 / 3)) * gauss_ft(w_pseudo)
V_pseudo = potential_coefficients(pseudo_ft)
true_efg, pseudo_efg = efg_fourier(V_true), efg_fourier(V_pseudo)
b_true, b_pseudo = v20_bessel(V_true, R), v20_bessel(V_pseudo, R)
weighted, boundary, pure, outside = split(V_pseudo, R, w_compact)
assert close(b_pseudo, b_true, 1e-5)
assert close(weighted + boundary, true_efg, 1e-6)
assert abs(pseudo_efg - true_efg) > 0.1 * abs(true_efg)
images_compact = image_sum(w_compact)
assert close(outside, images_compact, 1e-4)  # small difference of two terms
print(f"Compact cloud: w = {w_compact/ANG:.2f}, R = {R/ANG:.2f} angstrom")
print(f"  pseudocharge width = {w_pseudo/ANG:.2f} angstrom")
print(f"  V_20(R), true density = {b_true:.6f} V")
print(f"  V_20(R), pseudocharge = {b_pseudo:.6f} V")
print(f"  V_zz, true density = {true_efg:.6e} V/m^2")
print(f"  V_zz, split with pseudo boundary = {weighted+boundary:.6e} V/m^2")
print(f"  V_zz, pseudocharge alone = {pseudo_efg:.5e} V/m^2")
print(f"  boundary term = {boundary:.5e} V/m^2")
print(f"  outside contribution = {outside:.5e} V/m^2")
print(f"  other sites, real space = {images_compact:.5e} V/m^2")
print("PASS")
```

It prints:

```
a = 4.00 angstrom, c = 5.00 angstrom
p cloud width w = 0.60 angstrom
core and B width = 0.40 angstrom
sqrt(5/pi) = 1.261566
V_zz, tensor sum over G = -4.125001e+21 V/m^2
V_zz, converted = -41.2500 V/angstrom^2
sqrt(5/pi) V_20/r^2 at r=0.4 angstrom = -3.04715e+21 V/m^2
sqrt(5/pi) V_20/r^2 at r=0.2 angstrom = -3.81995e+21 V/m^2
sqrt(5/pi) V_20/r^2 at r=0.1 angstrom = -4.04625e+21 V/m^2
V_zz, extrapolated limit = -4.125000e+21 V/m^2
slope of V_20/r^2 in r^2 = 6.3063e+41 V/m^4
-kappa/(14 eps0) = 6.3097e+41 V/m^4
plain second derivative = -3.79755e+22 V/m^2
isotropic part -rho(0)/(3 eps0) = -3.38505e+22 V/m^2
R = 1.2 angstrom:
  V_20(R) = -5.30363 V
  weighted sphere integral = -3.66036e+21 V/m^2
  boundary term = -4.64645e+20 V/m^2
  pure rho_20/r^3 integral = -3.93844e+21 V/m^2
  outside contribution = -1.86566e+20 V/m^2
  sum = -4.125001e+21 V/m^2
R = 1.5 angstrom:
  V_20(R) = -4.38237 V
  weighted sphere integral = -3.87928e+21 V/m^2
  boundary term = -2.45718e+20 V/m^2
  pure rho_20/r^3 integral = -4.00417e+21 V/m^2
  outside contribution = -1.20830e+20 V/m^2
  sum = -4.125001e+21 V/m^2
R = 1.8 angstrom:
  V_20(R) = -4.30928 V
  weighted sphere integral = -3.95721e+21 V/m^2
  boundary term = -1.67791e+20 V/m^2
  pure rho_20/r^3 integral = -4.01142e+21 V/m^2
  outside contribution = -1.13580e+20 V/m^2
  sum = -4.125001e+21 V/m^2
V_20(0.7 angstrom), radial solution = -6.603619 V
V_20(0.7 angstrom), projection = -6.603619 V
<r^-3> of the p orbital = 3.48265 angstrom^-3
on-site p electron, all space = -4.01192e+21 V/m^2
all other sites, real space = -1.13085e+20 V/m^2
V_zz, real-space total = -4.125001e+21 V/m^2
Compact cloud: w = 0.30, R = 1.90 angstrom
  pseudocharge width = 0.40 angstrom
  V_20(R), true density = -3.257322 V
  V_20(R), pseudocharge = -3.257322 V
  V_zz, true density = -3.219869e+22 V/m^2
  V_zz, split with pseudo boundary = -3.219869e+22 V/m^2
  V_zz, pseudocharge alone = -7.71974e+21 V/m^2
  boundary term = -1.13832e+20 V/m^2
  outside contribution = -1.03364e+20 V/m^2
  other sites, real space = -1.03364e+20 V/m^2
PASS
```
